# Are DFT+U forces complete when U comes from first principles?

A transition-metal atom and its ligand are pulled apart. At each separation a DFT+U calculation is made, and at each separation U is computed afresh by linear response. The energies give a curve with a minimum. A structure optimization that follows the usual DFT+U forces, with U recomputed at every step, stops at a different distance. Each calculation is converged. Which result is wrong?

## The belief and its appeal

The belief is that DFT+U forces are complete once U is computed from first principles. An empirical U is a parameter from outside; a computed U seems to belong to the theory, so nothing should be missing. There is also a sound theorem behind it: at a variational minimum the response of the orbitals drops out of the force.

That theorem covers the quantities with respect to which the energy has been minimized. U is not one of them. It enters the minimization as a fixed number. Let $E(R,U)$ be the minimized energy at distance $R$ for a given $U$. If $U$ is a function of $R$, the chain rule gives

$$\frac{dE}{dR}=\left(\frac{\partial E}{\partial R}\right)_U+\left(\frac{\partial E}{\partial U}\right)_R\frac{dU}{dR},\qquad F=-\frac{dE}{dR}.$$

The usual force is minus the first term. It is complete if U is held constant, whatever the origin of that constant. It is incomplete for the curve $E(R,U(R))$. Computing U from first principles does not remove the second term; recomputing it at each geometry is what creates it.

## A model in which every term can be written down

Take one electron on two sites, a and b, with one orbital each. The orbitals are orthonormal at every $R$, so no overlap (Pulay) terms arise. Let $n$ be the occupation of a; that of b is $1-n$. Hartree atomic units are used.

For a hopping matrix element $-t$ with $t>0$, the lowest orbital has amplitudes $\sqrt n$ and $\sqrt{1-n}$ of equal sign. Its hopping energy is $-2ts$, with $s=\sqrt{n(1-n)}$. The approximate functional, before any correction, is

$$\mathcal E_0=\varepsilon n-2t(R)\,s+E_{\rm int}(n,R)+E_{\rm rep}(R),$$

$$E_{\rm int}=\tfrac12K_an^2+\tfrac12K_b(1-n)^2+V(R)\,n(1-n)-c\left[n^{4/3}+(1-n)^{4/3}\right].$$

Here $\varepsilon$ is the level of a relative to b, $K_a$ and $K_b$ are on-site repulsions, $V$ is the intersite repulsion, $c$ sets an exchange-like term, and $E_{\rm rep}$ is the core repulsion. One electron does not repel itself, so $E_{\rm int}$ is pure self-interaction error. The correction on site a is $\frac U2n(1-n)$, which vanishes at integer occupation.

At fixed $U$ the total $\mathcal E=\mathcal E_0+\frac U2n(1-n)$ is minimized over $n$. Since $\partial\mathcal E/\partial n=0$ there, a change of $n$ contributes nothing to first order, and only explicit dependences survive. With primes on $t$, $V$ and $E_{\rm rep}$ denoting $d/dR$,

$$\left(\frac{\partial E}{\partial U}\right)_R=\tfrac12n(1-n),\qquad
\left(\frac{\partial E}{\partial R}\right)_U=-2t's+V'n(1-n)+E_{\rm rep}'.$$

## Where U gets its dependence on R

The one-site form of linear response is used here. Calculations with many sites usually invert response matrices instead, which can give a different U and a different dependence on distance. For the two sites of this model those matrices are singular, and their pseudo-inverse gives an on-site U and a gradient one quarter as large, so the sizes found below belong to the one-site form. The one-site form shifts the level of a by $\alpha$, which adds $\alpha n$ to the energy. Without the +U term, the stationarity condition is

$$\varepsilon-\frac{t(1-2n)}{s}+w(n,R)+\alpha=0,\qquad w=\frac{\partial E_{\rm int}}{\partial n},$$

because $ds/dn=(1-2n)/(2s)$. A second derivative gives

$$\frac{d^2s}{dn^2}=-\frac1s-\frac{(1-2n)^2}{4s^3}=-\frac{4s^2+(1-2n)^2}{4s^3}=-\frac1{4s^3},$$

since $4n(1-n)+(1-2n)^2=1$. The hopping energy therefore has curvature $t/(2s^3)$.

Now differentiate the stationarity condition with respect to $\alpha$. If the interaction potential $w$ is frozen, the bare response $\chi_0=dn/d\alpha$ obeys $\chi_0\,t/(2s^3)+1=0$. If $w$ relaxes, the response $\chi$ obeys $\chi\,[t/(2s^3)+\partial w/\partial n]+1=0$. Subtracting the inverses removes the hopping part:

$$U=\chi_0^{-1}-\chi^{-1}=\frac{\partial w}{\partial n}\equiv K(n,R).$$

Two derivatives of $E_{\rm int}$ give

$$K=K_a+K_b-2V(R)-\frac{4c}{9}\left[n^{-2/3}+(1-n)^{-2/3}\right].$$

The term $-2V$ appears because charge leaving a must arrive on b. U is evaluated at $n_0$, the occupation for zero U, so it depends on $R$ in two ways: through $V(R)$ and through $n_0(R)$. Hence

$$\frac{dU}{dR}=-2V'+K_n\frac{dn_0}{dR},\qquad
K_n=\frac{\partial K}{\partial n}=\frac{8c}{27}\left[n_0^{-5/3}-(1-n_0)^{-5/3}\right].$$

$K$ is a second derivative of the interaction energy, so $K_n$ is a third. The density response follows by differentiating the stationarity condition, at $\alpha=0$, with respect to $R$:

$$\frac{dn_0}{dR}=-\frac{(1-2n_0)(V'-t'/s_0)}{t/(2s_0^3)+K},\qquad s_0=\sqrt{n_0(1-n_0)}.$$

## The numbers at one distance

Let $\varepsilon=-0.20$, $K_a=0.60$, $K_b=0.40$ and $c=0.10$ hartree. The distance functions are

$$t=0.10\,e^{-0.5(R-3.5)},\quad E_{\rm rep}=0.025\,e^{-1.5(R-3.5)},\quad V=\frac1{\sqrt{R^2+2.0^2}}.$$

At $R=3.5$ bohr the calculated responses are $\chi_0=-2.2545$ and $\chi=-1.2487$ per hartree, so

$$U=-0.4436+0.8008=0.3572\ \text{hartree}\quad(9.72\ \text{eV}).$$

The explicit part of its gradient is $-2V'=0.10686$ hartree/bohr. With $K_n=-0.0905$ hartree and $dn_0/dR=0.0161$ per bohr, the density response contributes $-0.00146$, leaving $dU/dR=0.10540$ hartree/bohr.

With U switched on, $n=0.7237$, and $\partial E/\partial U=\frac12(0.72373)(0.27627)=0.09997$. The slopes, in hartree/bohr, are

$$\left(\frac{\partial E}{\partial R}\right)_U=0.044715-0.010683-0.037500=-0.003468,$$

$$\frac{dE}{dR}=-0.00347+(0.09997)(0.10540)=-0.00347+0.01054=0.00707.$$

A finite difference of $E(R,U(R))$, with U obtained from new response calculations at each displaced distance, also gives $0.00707$. The usual force is $+0.178$ eV/Å and pushes the sites apart. The complete force is $-0.364$ eV/Å and pulls them together. Here the omission reverses the sign.

The size of the added term has a simple origin in this model. Its explicit part is $\frac12n(1-n)(-2V')=-V'n(1-n)$, which cancels the term $+V'n(1-n)$ in the fixed-U slope. The usual force thus retains a spurious self-repulsion between the sites, whose explicit term the changing U cancels in the slope of the energy curve. What survives of the cancellation is the small density-response part.

## What an optimization finds

The curve $E(R,U(R))$ has its minimum at 3.309 bohr. The usual force, with U recomputed at each distance, vanishes at 3.610 bohr. There the curve still rises with slope 0.0099 hartree/bohr and lies 1.66 millihartree above its minimum.

The stopping point does have a meaning. Let $U^*=0.3686$ hartree be the value of U found there. The fixed-U slope vanishes, so the point is stationary on the curve with U frozen at $U^*$; direct minimization confirms that it is that curve's minimum. The optimization has answered a different question, and has chosen the value of U in that question along the way.

Energy bookkeeping shows the same fault. From 3.0 to 4.0 bohr the usual force does work $+0.00664$ hartree. A force derived from $E(R,U(R))$ would do work equal to minus the energy change, which is $-0.00397$ hartree. The mismatch is

$$0.00664+0.00397=0.01061\ \text{hartree}=\int\tfrac12n(1-n)\,dU.$$

In a classical trajectory that uses this force, kinetic energy plus $E(R,U(R))$ would rise by this amount over the path. With one coordinate the return trip undoes it. With several coordinates $x_i$, a return along a different path need not. Writing $g=\partial E/\partial U$, the usual force is $F_i=-\partial_iE+g\,\partial_iU$, where $E$ now means $E(x,U(x))$, and

$$\partial_iF_j-\partial_jF_i=\partial_ig\,\partial_jU-\partial_jg\,\partial_iU.$$

Unless the gradients of $g$ and $U$ are parallel, this is nonzero, and the force is not the gradient of any energy.

## Does the complete force describe better physics?

Consistency with a curve does not make the curve accurate. In this model the true energy is known: it is the one-electron energy without $E_{\rm int}$ and without +U, $\frac\varepsilon2-\sqrt{\varepsilon^2/4+t^2}+E_{\rm rep}$. Its slope is $-tt'/\sqrt{\varepsilon^2/4+t^2}+E_{\rm rep}'$. For the parameters above, at 3.5 bohr, this is $0.03536-0.03750=-0.00214$ hartree/bohr. There the usual force has the true sign and the complete force does not, although only the complete force belongs to the curve $E(R,U(R))$. The true minimum lies at 3.579 bohr, much closer to the stopping point of the usual force (3.610 bohr) than to the minimum of $E(R,U(R))$ (3.309 bohr).

For other parameters, called the solvable case here, the complete force is exact. Set $c=0$ and $K_a=K_b=K$. Since $n^2+(1-n)^2=1-2n(1-n)$,

$$E_{\rm int}=\frac K2-(K-V)\,n(1-n),\qquad U=2(K-V).$$

The correction $\frac U2n(1-n)=(K-V)n(1-n)$ cancels the spurious curvature at every $R$. What remains is the true one-electron energy plus the constant $K/2$, so the complete force is the true force. For $\varepsilon=-0.05$ and $K=0.50$ hartree at 3.5 bohr, the true and the complete slopes are both 0.01101 hartree/bohr, while the fixed-U slope is $-0.00156$. In this case it is the usual force that has the wrong sign when measured against the truth. The complete force is thus the true one when the correction removes the error of the functional up to a constant. When an error remains, as in the first case, the usual force can happen to be nearer the truth.

This success depends on the energy zero of the correction. Replace $\frac U2n(1-n)$ by $\frac U2n(1-n)+aU$, with $a$ a constant. At fixed U, the orbitals and forces are unchanged. The slope of $E(R,U(R))$, however, changes by $a\,dU/dR$. Comparing energies at different U therefore requires a reason for the chosen zero. In the solvable case the known energy supplies it: $a=0$. In a real material, the zero at integer occupation is an assumption about the functional, and the added term in the force inherits it.

## Self-consistent U and many sites

U may instead be evaluated on the DFT+U density itself, with the +U potential held frozen in both responses. Then $U=K(n(R,U),R)$. Self-consistency does not make the energy stationary in U, so the added term remains. Differentiating both sides gives

$$\frac{dU}{dR}=-2V'+K_n\left(n_R+n_U\frac{dU}{dR}\right)
\quad\Rightarrow\quad
\frac{dU}{dR}=\frac{-2V'+K_nn_R}{1-K_nn_U},$$

where $K_n$ is now taken at the DFT+U occupation, and $n_R$ and $n_U$ are the derivatives of that occupation at fixed $U$ and at fixed $R$. At 3.5 bohr this gives $U=0.345$ hartree and $dU/dR=0.0909$ hartree/bohr. Density response now lowers the gradient by 15% of its explicit part, against 1.4% before. The complete slope is 0.00585 hartree/bohr, again in agreement with finite differences.

For several corrected sites $I$, with the correction $\sum_{I\sigma}\frac{U_I}2{\rm Tr}[\mathbf n^{I\sigma}(1-\mathbf n^{I\sigma})]$ and occupation matrices $\mathbf n^{I\sigma}$ for spin $\sigma$, the same argument gives the addition to the force on an atom at $\mathbf R_A$:

$$\Delta\mathbf F_A=-\sum_{I\sigma}\tfrac12{\rm Tr}\left[\mathbf n^{I\sigma}(1-\mathbf n^{I\sigma})\right]\frac{\partial U_I}{\partial\mathbf R_A}.$$

Pulay terms and the motion of the projectors that define $\mathbf n^{I\sigma}$ belong to the fixed-U force and must be present there already. The addition is small where U hardly changes with geometry. Occupation eigenvalues close to 0 or 1 also make it small, provided the gradient of U does not grow large there.

Neither result in the opening situation is a numerical error. The minimum of the energies belongs to $E(R,U(R))$; the stopping point belongs to a curve with constant U. For forces and energies to agree, a calculation has to choose one: freeze U and use the usual forces, or let U follow the geometry and include its gradient. The numerical output below gives the slopes at further distances.

## Calculated quantities

```
Parameters (hartree, bohr)
eps, Ka, Kb, c: -0.2 0.6 0.4 0.1 hartree
hopping: 0.1 hartree at R0 = 3.5 bohr, decay 0.5 1/bohr
core repulsion: 0.025 hartree at R0, decay 1.5 1/bohr
softening length in V: 2.0 bohr
At R = 3.5 bohr
V: 0.248069 hartree
occupation of a, U = 0: 0.629035
occupation of a, with U: 0.723726
bare response chi0: -2.254455 1/hartree
relaxed response chi: -1.248747 1/hartree
U from response: 0.357237 hartree
U from response, converted: 9.721 eV
dE/dU: 0.099973
dU/dR, density frozen: 0.106861 hartree/bohr
dn0/dR: 0.016138 1/bohr
kernel derivative K_n: -0.090544 hartree
dU/dR, complete: 0.105400 hartree/bohr
dU/dR, finite difference: 0.105400 hartree/bohr
slope at fixed U: -0.003468 hartree/bohr
added slope (dE/dU)(dU/dR): 0.010537 hartree/bohr
complete slope: 0.007069 hartree/bohr
finite difference of E(R,U(R)): 0.007069 hartree/bohr
incomplete force: 0.1783 eV/angstrom
complete force: -0.3635 eV/angstrom
R (bohr) | U (hartree) | fixed-U, added, complete slope (hartree/bohr)
2.8 | 0.27322 | -0.055516, 0.015113, -0.040403
3.2 | 0.32383 | -0.018007, 0.012403, -0.005604
3.6 | 0.36759 | -0.000281, 0.009949, 0.009669
4.0 | 0.40548 | 0.007099, 0.007769, 0.014868
4.4 | 0.43842 | 0.009239, 0.005863, 0.015102
minimum of E(R,U(R)): 3.30923 bohr
stopping point of incomplete force: 3.60993 bohr
U at the stopping point: 0.368596 hartree
slope left at the stopping point: 0.009892 hartree/bohr
energy above the minimum there: 1.6628 millihartree
Path from 3.0 to 4.0 bohr
work of incomplete force: 0.006637 hartree
change of E(R,U(R)): 0.003971 hartree
imbalance, their sum: 0.010608 hartree
Self-consistent U at R = 3.5 bohr
U: 0.344934 hartree
dU/dR: 0.090928 hartree/bohr
complete slope: 0.005850 hartree/bohr
Solvable case at R = 3.5 bohr: eps = -0.05, Ka = Kb = 0.5 hartree, c = 0.0
U: 0.503861 hartree
E(R,U(R)) minus true energy: 0.250000 hartree
true slope: 0.011007 hartree/bohr
complete slope: 0.011007 hartree/bohr
slope at fixed U: -0.001565 hartree/bohr
```
